Tutorial sheet: the Ernzerhof-Perdew exchange hole and its screened exchange energy

A screened hybrid of the HSE type adds a fraction of short-range exact exchange and subtracts the same fraction of short-range semilocal exchange. In a uniform electron gas the two must cancel. Here the semilocal part is taken from a smooth model of the exchange hole, which has none of the oscillations of the true hole. Before a nearly-free-electron metal is computed, one must decide whether the model hole may be used at the chosen range parameter ω, or whether its mismatch with exact screened exchange spoils the energy.

Problem

The gas is spin-unpolarized with density n and k_F = (3π²n)^(1/3). Units are Gaussian, and ħ and m enter only through a₀ = ħ²/me². The exchange hole at distance u from an electron is n_x(u) = nJ(y), y = k_F u. The interaction is e² erfc(ωu)/u, and ν = ω/k_F. The model is

J(y) = −A/[y²(1+ay²)] + (A/y² + B + Cy² + Ey⁴) e^(−Dy²),  a = 4A/9.

(a) Find the exact J and the values of its norm, energy, on-top value and curvature.
(b) Impose these four conditions. There are five parameters, so a one-parameter family remains. Close it with the local maximum of S = −∫y²|J| ln|J| dy near A = 1, on the branch of solutions with D ≈ 0.58 there, where J < 0 for all y.
(c) Find F(ν) = ε_x^SR/ε_x, the ratio of screened to unscreened exchange energy per electron, for both holes.
(d) Find the error ΔF = F_EP − F_exact at small and large ν.
(e) Evaluate it for aluminium.

All integrals without limits run from 0 to ∞.

Hints

1. The Fourier transform of the exact hole is the overlap of two Fermi spheres.
2. The conditions are linear in B, C and E. Only one equation for D is transcendental.
3. Write 1/(1+ay²) = ∫e^(−s) e^(−asy²) ds.
4. All polynomial terms follow from ∫y e^(−λy²) erfc(νy) dy by differentiation in λ.
5. At large ν only small y contributes, so the Taylor series of J is enough.

Solution

(a) The exact hole

For one spin the density matrix is γ(u) = ∫d³k e^(ik·u)/(2π)³ over k < k_F. The angular average of e^(ik·u) is sin(ku)/ku. With k = k_F x and k_F³/6π² = n/2,

γ = (n/2) · 3∫₀¹ x sin(xy) dx / y = (n/2) · 3(sin y − y cos y)/y³.

Exchange acts between equal spins only, so n_x = −2γ²/n and

J = −(9/2) [(sin y − y cos y)/y³]².

The series of sine and cosine give (sin y − y cos y)/y³ = 1/3 − y²/30 + y⁴/840 − y⁶/45360 + …. Its square has the coefficients 1/9, −1/45, 1/900 + 1/1260 = 1/525 and −1/68040 − 1/12600 = −4/42525. Multiplying by −9/2,

J = −1/2 + y²/10 − 3y⁴/350 + 2y⁶/4725 − ….

The on-top condition is J(0) = −1/2 and the curvature condition is the y² coefficient 1/10. Since (sin y − y cos y)² = (1+y²)/2 + (y²−1)cos(2y)/2 − y sin 2y, the tail averaged over oscillations is −(9/4)(y⁻⁴ + y⁻⁶). The model tail is −A/(ay⁴), and a = 4A/9 reproduces the y⁻⁴ term.

The Fourier transform of γ² is the convolution of two Fermi spheres displaced by q, so the transform of n_x is minus their overlap volume over the volume of one sphere. For unit spheres at distance x = q/k_F < 2 the overlap is two caps, each of volume π∫(1−z²)dz from x/2 to 1, which is π(2/3 − x/2 + x³/24). Dividing twice this by 4π/3,

ñ_x(q) = −(1 − 3x/4 + x³/16) for x < 2, and zero beyond.

At q = 0 the hole holds −1 electron. In real space the same integral is (4πn/k_F³)∫y²J dy = (4/3π)∫y²J dy, so

∫y²J dy = −3π/4.

The energy per electron is ½∫d³q ñ_x v(q)/(2π)³, the ½ counting each pair once. With v = 4πe²/q² it is −(e²k_F/π)∫₀²(1 − 3x/4 + x³/16)dx = −(e²k_F/π)(2 − 3/2 + 1/4), so ε_x = −3e²k_F/4π. In real space it is ½·4πne²∫uJ du = (2e²k_F/3π)∫yJ dy. Equating the two,

∫yJ dy = −9/8.

(b) The fit

Put t = y² and expand tJ = −AΣ(−at)^k + (A + Bt + Ct² + Et³)Σ(−Dt)^k/k!. The t⁰ terms cancel, so J is finite at the origin. With J = ΣJ₂ₖy^(2k),

J₀ = aA − AD + B
J₂ = −a²A + AD²/2 − BD + C
J₄ = a³A − AD³/6 + BD²/2 − CD + E
J₆ = −a⁴A + AD⁴/24 − BD³/6 + CD²/2 − ED.

Setting J₀ = −1/2 and J₂ = 1/10,

B = −1/2 − aA + AD,  C = 1/10 + a²A − AD²/2 + BD.

For the norm, A∫dy/(1+ay²) = Aπ/2√a = 3π√A/4, because √a = 2√A/3. The even Gaussian moments are ∫y^(2k)e^(−Dy²)dy = Γ(k+½)/2D^(k+½). Hence

−3π√A/4 + √π[A/2D^(1/2) + B/4D^(3/2) + 3C/8D^(5/2) + 15E/16D^(7/2)] = −3π/4.

Multiplying by 16√D/(15√π) and solving for E,

E/D³ = (4√π/5)(√A−1)√D − 8A/15 − 4B/15D − 2C/5D².

In the energy integral the two A terms diverge separately at y = 0 and must be kept together. With dy/y = dt/2t, hint 3, and (e^(−pt) − e^(−qt))/t = ∫_p^q e^(−λt)dλ, whose t integral is ln(q/p),

∫(dy/y)[e^(−Dy²) − 1/(1+ay²)] = ½∫e^(−s) ln(as/D) ds = ½[ln(a/D) − γ_E],

where ∫e^(−s) ln s ds = −γ_E is Euler's constant. The odd moments are ∫y^(2k+1)e^(−Dy²)dy = k!/2D^(k+1), so

(A/2)[ln(a/D) − γ_E] + B/2D + C/2D² + E/D³ = −9/8.

Inserting E/D³ leaves B/D with coefficient 1/2 − 4/15 = 7/30 and C/D² with 1/2 − 2/5 = 1/10. From the formulas above, B/D = A − (½+aA)/D and C/D² = (1/10+a²A)/D² + A/2 − (½+aA)/D. The terms in A alone sum to (−8/15 + 7/30 + 1/20)A = −A/4, and those in (½+aA)/D to −7/30 − 1/10 = −1/3. One equation remains:

g(D) = (A/2)[ln(a/D) − γ_E − ½] + (4√π/5)(√A−1)√D − (½+aA)/3D + (1/10+a²A)/10D² + 9/8 = 0.

Near A = 1 it fixes D(A) on the branch with D ≈ 0.58 and leaves A free. At much smaller A, for example between 0.2 and 0.55, it has further roots. Some give a hole that changes sign, such as A = 0.2, D = 0.112. Others, such as A = 0.5, D = 0.237, give a hole that stays negative, so the sign of J alone does not select the branch. For the closure, differentiate S along the family. This gives −∫y² ∂_A|J| (ln|J| + 1) dy, and the term with 1 vanishes because the norm does not change with A:

dS/dA = −∫y² ∂_A|J| ln|J| dy = 0.

For the same reason, rescaling |J| inside the logarithm does not move the maximum. The numerical solution is

A = 1.0161144, B = −0.3717084, C = −0.0772155, D = 0.5778635, E = −0.0519557, a = 0.4516064.

The five norm terms add as −2.375103 + 1.184609 − 0.374955 − 0.202184 − 0.588561 = −2.356194 = −3π/4, and the energy terms as −0.418508 − 0.321623 − 0.115618 − 0.269251 = −1.125000. This local maximum is flat: S is 8.2405390 there and 8.2405364 at A ± 0.005.

Dropping the term with 1 needs J of one sign, since only then is ∫y²|J|dy minus the fixed norm. Since D > a, e^(Dt) ≥ 1 + Dt > 1 + at, so the two A terms sum to a negative number, and B, C, E are negative. A scan finds a single root of g for 0.05 < D < 5. At the fitted A, which is slightly above 1, the small positive √D term finally beats −(A/2)ln D and gives a second root, D = 3.001×10⁵. It makes J positive at Dy² = 3 and is rejected. Pointwise the model is modest: at y = 3 it gives −0.050748 against −0.059746, and at y = 4.493, where the exact hole vanishes, −0.005171.

(c) Screened exchange

The real-space energy with erfc inserted, divided by ε_x, has the prefactor (2/3π)/(−3/4π):

F(ν) = −(8/9)∫yJ erfc(νy) dy.

For the exact hole momentum space is easier. The Laplacian of erf(ωu)/u is (1/u)d²erf(ωu)/du² = −4π(ω³/π^(3/2))e^(−ω²u²), so this is the potential of a unit Gaussian charge, whose transform is e^(−q²/4ω²). Therefore v(q) = 4πe²(1 − e^(−q²/4ω²))/q² and

F_exact = 1 − (4/3)∫₀²(1 − 3x/4 + x³/16) e^(−x²/4ν²) dx.

With η = e^(−1/ν²) and s = x²/4ν², the integrals of 1, x and x³ are √π ν erf(1/ν), 2ν²(1−η) and 8ν⁴∫s e^(−s)ds up to 1/ν², which is 8ν⁴(1−η) − 8ν²η. The bracket is then √π ν erf(1/ν) − (3/2)ν²(1−η) + (ν⁴/2)(1−η) − ν²η/2, so

F_exact = 1 − (4/3)[√π ν erf(1/ν) − 3ν²/2 + ν⁴/2 + (ν² − ν⁴/2)e^(−1/ν²)].

For the model, integrate by parts with d erfc(νy)/dy = −(2ν/√π)e^(−ν²y²):

I₁ = ∫y e^(−λy²) erfc(νy) dy = 1/2λ − (ν/√π λ)∫e^(−(λ+ν²)y²)dy = (1−χ)/2λ,  χ = ν/√(λ+ν²).

Each −d/dλ brings down y². Because 1 − χ² = λ/(λ+ν²), dχ/dλ = −χ(1−χ²)/2λ. Then

I₃ = (1−χ)/2λ² − χ(1−χ²)/4λ² = (2 − 3χ + χ³)/4λ²
I₅ = (2 − 3χ + χ³)/2λ³ − 3χ(1−χ²)²/8λ³ = (8 − 15χ + 10χ³ − 3χ⁵)/8λ³.

For the A terms, hint 3 and (e^(−Dy²) − e^(−asy²))/y = y∫e^(−λy²)dλ from D to as reduce the y integral to ∫I₁dλ. With r = √(λ+ν²) one has dλ = 2r dr, 1 − χ = (r−ν)/r and λ = (r−ν)(r+ν), so I₁dλ = dr/(r+ν). The A terms are A[G(ν) − ln(√(D+ν²)+ν)], with

G = ∫e^(−s) ln(√(as+ν²)+ν) ds.

The ν derivative of ln(r+ν) is (ν/r+1)/(r+ν) = 1/r. Substituting s = (r²−ν²)/a,

dG/dν = (2/a)e^(ν²/a)∫_ν^∞ e^(−r²/a)dr = √(π/a) e^(ν²/a) erfc(ν/√a).

Also G(0) = ½(ln a − γ_E) and ln(√(D+ν²)+ν) = ½ln D + arsinh(ν/√D). With χ taken at λ = D,

F_EP = −(8/9){A[½(ln(a/D) − γ_E) + √π∫₀^(ν/√a) e^(z²)erfc z dz − arsinh(ν/√D)] + BI₁ + CI₃ + EI₅}.

At ν = 0 the braces are the energy condition and F_EP = 1.

(d) The error

At small ν, erf(1/ν) − 1 and e^(−1/ν²) are exponentially small, so

F_exact = 1 − 4√πν/3 + 2ν² − 2ν⁴/3.

There is no ν³ term because the overlap has no x² term. For the model put Z = ν/√a and w = ν/√D. From e^(z²)erfc z = 1 − 2z/√π + z² − 4z³/3√π + …, the integral term is √πZ − Z² + √πZ³/3 − Z⁴/3. Further, arsinh w = w − w³/6 and χ = w − w³/2, so the numerators of I₁, I₃, I₅ become 1 − w + w³/2, 2 − 3w + 5w³/2 and 8 − 15w + 35w³/2. These contain no even powers beyond the constant. The braces are, order by order:

ν¹: A√π/√a − A/D^(1/2) − B/2D^(3/2) − 3C/4D^(5/2) − 15E/8D^(7/2) = (2/√π)(3π/4), by the norm condition
ν²: −A/a = −9/4
ν³: 9√π/8√A + A/6D^(3/2) + B/4D^(5/2) + 5C/8D^(7/2) + 35E/16D^(9/2)
ν⁴: −A/3a² = −3/4a.

Multiplying by −8/9 gives 1 − 4√πν/3 + 2ν², as in the exact gas: energy, norm and the y⁻⁴ tail each fix one order. The ν³ term is a moment of the hole. Since y⁴|J| − 9/4 = −(9/4)/(1+ay²) − (Ay² + By⁴ + Cy⁶ + Ey⁸)e^(−Dy²),

M₄ = ∫(y⁴|J| − 9/4)dy = −27π/16√A − √π[A/4D^(3/2) + 3B/8D^(5/2) + 15C/16D^(7/2) + 105E/32D^(9/2)],

and the ν³ line equals −2M₄/3√π term by term. The ν⁴ line gives +2/3a against the exact −2/3. The sign is opposite because the model tail continues as +9/(4ay⁶) while the averaged exact tail has −9/(4y⁶). Thus

ΔF = c₃ν³ + c₄ν⁴ + …,  c₃ = 16M₄/27√π,  c₄ = (2/3)(1 + 1/a),

with M₄ = −0.871428, c₃ = −0.291349 and c₄ = 2.142878.

At large ν, integration by parts gives ∫yⁿerfc(νy)dy = (2ν/(n+1)√π)∫y^(n+1)e^(−ν²y²)dy = Γ(n/2+1)/[(n+1)√π ν^(n+1)], with coefficients 1/4, 3/16, 5/16 and 105/128 for n = 1, 3, 5, 7. Multiplying by −8/9,

F = 1/9ν² − 1/60ν⁴ − (5/18)J₄/ν⁶ − (35/48)J₆/ν⁸ − ….

On-top value and curvature make the first two terms exact, and

ΔF = d₆/ν⁶ + d₈/ν⁸ + …,  d₆ = −(5/18)(J₄ + 3/350),  d₈ = −(35/48)(J₆ − 2/4725).

For the model this series is only asymptotic, since J has a pole at y² = −1/a. The unfitted J₄ = −0.008488 lies close to the exact −0.008571, while J₆ = −0.008459 misses 0.000423 in sign and size. So d₆ = −2.3280×10⁻⁵ is much smaller than d₈ = 6.4764×10⁻³, and the formally leading term takes over only for ν² > |d₈/d₆| ≈ 278.

Between the limits the error is evaluated from the two closed forms of (c):

ν      F_exact    F_EP       ΔF
0.10   0.783606   0.783484   −1.22×10⁻⁴
0.20   0.606279   0.606031   −2.48×10⁻⁴
0.30   0.465618   0.465759   +1.41×10⁻⁴
0.50   0.276883   0.278056   +1.17×10⁻³
1.00   0.096549   0.096920   +3.71×10⁻⁴
2.00   0.026772   0.026782   +9.77×10⁻⁶

On a scan to ν = 4 the extrema are −2.56×10⁻⁴ at ν = 0.18 and +1.22×10⁻³ at ν = 0.55, and the worst relative error ΔF/F_exact is 5.75×10⁻³ at ν = 0.68. At ν = 0.55 and 0.68 the cut-off length 1/ω = 1/(νk_F) is one to two times 1/k_F, so erfc weighs mainly y up to about 2, where the model hole is slightly too deep (−0.410897 against −0.408162 at y = 1, −0.215189 against −0.213268 at y = 2), in agreement with the positive sign of ΔF. Maximum entropy does not minimize this error: the family member A = 1.15 has the smaller worst relative error 4.74×10⁻³, and A = 0.9 has 6.12×10⁻³.

(e) Aluminium

The chosen inputs are an fcc cell of edge 4.05×10⁻⁸ cm, roughly that of Al, with 12 valence electrons, and ω = 0.11/a₀, the HSE06 range. Then n = 12/(4.05×10⁻⁸ cm)³ = 1.80641×10²³ cm⁻³, r_s = 2.0738 a₀ and k_F = 1.74882×10⁸ cm⁻¹ = 0.92544/a₀. Hence ν = 0.11/0.92544 = 0.118863 and χ = 0.118863/√(0.5778635 + 0.118863²) = 0.154486. With e² = 2.307078×10⁻¹⁹ erg cm, ε_x = −3e²k_F/4π = −9.63206×10⁻¹² erg = −6.01186 eV.

The exact value follows from the small-ν form, 1 − 0.28091 + 0.02826 − 0.00013 = 0.74722, or 0.747219 to six places. The B term of the model is −0.321623 × (1 − 0.154486) = −0.271937, and the four terms give

F_EP = −(8/9)(−0.286966 − 0.271937 − 0.089039 − 0.192492) = 0.747052.

So ΔF = −1.669×10⁻⁴. The screened energies are −4.49217 eV (exact) and −4.49117 eV (model), and the difference is (−6.01186 eV)(−1.669×10⁻⁴) = +1.003 meV per electron. A hybrid subtracts the model term, so it carries minus this amount multiplied by its mixing fraction. For a uniform gas at this density and ω the mismatch is thus at most about 1 meV per electron; the inhomogeneity of the real metal is not tested here. The digits belong to the chosen inputs: a cell edge of 4.03×10⁻⁸ cm gives 1.000 meV, and ω = 0.2 Å⁻¹ = 0.1058/a₀ gives 0.940 meV.

The two-term law must not be used here. It gives −4.893×10⁻⁴ + 4.277×10⁻⁴ ≈ −0.6×10⁻⁴, far from the true value, because the terms nearly cancel. At ν = 0.005 the values ΔF/ν³ = −0.28075 and c₃ + c₄ν = −0.28063 point to a ν⁵ coefficient of roughly −5. A polynomial fit of ΔF/ν³ at small ν gives −4.64, and −4.64ν⁵ = −1.10×10⁻⁴ at ν = 0.119 supplies the missing −1.05×10⁻⁴, up to about +5×10⁻⁶ from higher orders.

The numerical check below tests the series symbolically, the norms and energies by quadrature, the entropy maximum both from dS/dA and from S itself, both closed forms against quadrature of the defining integrals, and both error laws, at ν = 0.005 and at ν = 20, where ν⁶ΔF = −7.2627×10⁻⁶ against d₆ + d₈/ν² = −7.0894×10⁻⁶.

Variation 1: close the family with the y⁴ coefficient

Replace the entropy by J₄ = −3/350. With B, C, E and D(A) as in (b), this is the single equation a³A − AD³/6 + BD²/2 − CD + E = −3/350, which on the branch of (b) has a root at A = 1.014614, D = 0.577638. Then d₆ = 0 and the large-ν error begins at ν⁻⁸. The shift of A from the entropy value is 0.0015, about one part in eighty of the step from 0.9 to 1.0161, over which the largest ΔF moves only from 1.25×10⁻³ to 1.22×10⁻³. By interpolation the error at intermediate ν is unchanged in practice. For the sampled members A = 0.9, 1.0161 and 1.15 the largest ΔF stays between 1.07×10⁻³ and 1.25×10⁻³, so a closure in this range changes it little.

Variation 2: a spin-polarized gas

The hole around an electron of spin σ is −γ_σ²/n_σ, where γ_σ is built on a sphere of radius k_σ = (6π²n_σ)^(1/3). Repeating (a) with n/2 replaced by n_σ gives 2n_σJ(k_σu), the unpolarized hole at density 2n_σ. Each channel contributes with weight n_σ/n:

ε_x^SR = Σ_σ (n_σ/n)(−3e²k_σ/4π) F(ω/k_σ).

The same A to E serve, but ω is common to both spins, so ν_σ = ω/k_σ differs between them and is not ω/k_F. A dilute channel can fall in the worst region. With ω = 0.11/a₀ and ν_σ = 0.5, the prefactor scales as 1/ν from the aluminium value, −6.01186 eV × 0.118863/0.5 ≈ −1.43 eV. The error is −1.43 eV × 1.17×10⁻³ ≈ −1.7 meV per electron of that spin, larger than in aluminium and of opposite sign.

Computed results

```
entropy closure: A = 1.0161144, B = -0.3717084, C = -0.0772155
                 D = 0.5778635, E = -0.0519557, a = 4A/9 = 0.4516064
S(A-0.005), S(A), S(A+0.005) = 8.2405364, 8.2405390, 8.2405364
y^4 closure: A = 1.014614, D = 0.577638
far root D = 3.001e+05 rejected: J > 0 at D y^2 = 3
norm terms: -2.375103 1.184609 -0.374955 -0.202184 -0.588561 sum -2.356194
energy terms: -0.418508 -0.321623 -0.115618 -0.269251 sum -1.125000
   y     J_exact     J_EP
 0.500  -0.475529  -0.475627
 1.000  -0.408162  -0.410897
 2.000  -0.213268  -0.215189
 3.000  -0.059746  -0.050748
 4.493  -0.000000  -0.005171
 6.000  -0.003519  -0.001636
   nu    F_exact     F_EP       dF        dF/F
  0.05   0.886832   0.886808  -2.45e-05  -2.76e-05
  0.10   0.783606   0.783484  -1.22e-04  -1.56e-04
  0.20   0.606279   0.606031  -2.48e-04  -4.09e-04
  0.30   0.465618   0.465759   1.41e-04   3.02e-04
  0.50   0.276883   0.278056   1.17e-03   4.24e-03
  0.75   0.155689   0.156561   8.72e-04   5.60e-03
  1.00   0.096549   0.096920   3.71e-04   3.84e-03
  1.50   0.046288   0.046343   5.50e-05   1.19e-03
  2.00   0.026772   0.026782   9.77e-06   3.65e-04
  3.00   0.012143   0.012144   6.04e-07   4.97e-05
M4 = -0.871428, c3 = -0.291349, c4 = 2.142878
nu = 0.005: dF/nu^3 = -0.28075, c3 + c4 nu = -0.28063
J4 = -0.008488 (exact -0.008571), J6 = -0.008459 (exact 0.000423)
d6 = -2.3280e-05, d8 = 6.4764e-03
nu = 20: nu^6 dF = -7.2627e-06, d6 + d8/nu^2 = -7.0894e-06
A = 0.9000: D = 0.56134, min dF -3.06e-04 at nu 0.19,
   max dF 1.25e-03 at nu 0.56, worst dF/F 6.12e-03 at nu 0.71
A = 1.0161: D = 0.57786, min dF -2.56e-04 at nu 0.18,
   max dF 1.22e-03 at nu 0.55, worst dF/F 5.75e-03 at nu 0.68
A = 1.1500: D = 0.59926, min dF -2.30e-04 at nu 0.18,
   max dF 1.07e-03 at nu 0.54, worst dF/F 4.74e-03 at nu 0.64
e^2 = 2.307078e-19 erg cm, a0 = 5.291772e-09 cm
Al inputs: a = 4.05e-8 cm, 12 electrons per cubic cell, omega = 0.11/a0
n = 1.80641e+23 cm^-3, rs = 2.0738 a0
kF = 1.74882e+08 cm^-1 = 0.92544/a0, omega = 2.07870e+07 cm^-1
nu = 0.118863, chi = 0.154486
eps_x = -9.63206e-12 erg = -6.01186 eV
A, B, C, E terms: -0.286966 -0.271937 -0.089039 -0.192492
F_exact = 0.747219, F_EP = 0.747052, dF = -1.669e-04
c3 nu^3 = -4.893e-04, c4 nu^4 = 4.277e-04
eps_SR exact = -4.49217 eV, EP = -4.49117 eV
difference EP - exact = 1.003 meV per electron
```
